\section*{Townsend Self-Sustainment with Electron Attachment, part 2}

A gas lies in a uniform field between a plane cathode at $x=0$ and an anode at $x=d$. When can the discharge continue without the external cathode emission $\Gamma_0$?

Per electron and unit length there are on average $\alpha$ ionizations and $\eta$ attachments, with $\beta=\alpha-\eta$. Each positive ion reaching the cathode releases $\gamma$ electrons on average. The coefficients are constant across the gap. Diffusion, sideways losses, space charge, recombination and detachment are neglected; only positive ions cause secondary emission.

The fluxes $\Gamma_e$, $\Gamma_p$, $\Gamma_n$ of electrons, positive and negative ions, each counted positive in its direction of travel, obey $d\Gamma_p/dx=-\alpha\Gamma_e$ and
\begin{equation}
\frac{d\Gamma_e}{dx}=(\alpha-\eta)\Gamma_e ,
\label{eq:electron}
\end{equation}
\begin{equation}
\frac{d\Gamma_n}{dx}=\eta\Gamma_e ,
\label{eq:negative}
\end{equation}
with $\Gamma_p(d)=0$, $\Gamma_n(0)=0$ and $\Gamma_e(0)=\Gamma_0+\gamma\Gamma_p(0)$.

One cathode electron yields on average $G=e^{\beta d}$ anode electrons, $A$ attachments and $M=\alpha(G-1)/\beta$ positive ions at the cathode. Counting electrons in part (c) gave $M-A=G-1$. The feedback number is
\begin{equation}
k=\gamma M=\gamma\alpha\int_0^d e^{\beta x}dx .
\label{eq:k2}
\end{equation}
For $k<1$,
\begin{equation}
\Gamma_e(0)=\frac{\Gamma_0}{1-k},
\label{eq:cathode}
\end{equation}
\begin{equation}
\Gamma_{\rm tot}=\Gamma_e(0)+\Gamma_p(0)
=(1+M)\Gamma_e(0)
=\Gamma_0\,\frac{1+M}{1-k}.
\label{eq:total}
\end{equation}
With $\Gamma_0=0$, a steady discharge requires $k=1$:
\begin{equation}
\boxed{\;
\frac{\gamma\alpha}{\alpha-\eta}
\left[e^{(\alpha-\eta)d}-1\right]=1
\;}
\label{eq:criterion}
\end{equation}

Without the source, emission varying as $e^{\lambda t}$ obeys
\begin{equation}
1=K(\lambda),\qquad
K(\lambda)=\gamma\alpha\int_0^d
\exp\!\left(\beta x-\frac{\lambda T x}{d}\right)dx .
\label{eq:K}
\end{equation}
Here $T=d/v_e+d/v_i$ is the longest round trip, with electron and ion drift speeds $v_e$, $v_i$. The single real root $\lambda_0$ is positive for $k>1$ and negative for $k<1$.

The breakdown gap is
\begin{equation}
d_b=\frac{1}{\alpha-\eta}
\ln\!\left(1+\frac{\alpha-\eta}{\gamma\alpha}\right),
\label{eq:gap}
\end{equation}
or $1/(\gamma\alpha)$ at $\alpha=\eta$. It exists only if
\begin{equation}
(1+\gamma)\alpha>\eta .
\label{eq:exist}
\end{equation}
For $\eta>\alpha$ and $d\to\infty$,
\begin{equation}
M\to\frac{\alpha}{\eta-\alpha},\qquad
k\to k_\infty=\frac{\gamma\alpha}{\eta-\alpha}.
\label{eq:kinf}
\end{equation}

\subsection*{(g) From coefficients to a voltage}

\textbf{Question.} Let the gas number density be $N$, and take the model
\begin{equation}
\frac{\alpha}{N}=a\exp\!\left(-\frac{b}{E/N}\right),\qquad
\frac{\eta}{N}=\text{constant},
\label{eq:model}
\end{equation}
where $E$ is the magnitude of the field. Show that a given gap has at most one breakdown voltage, and find the lowest field at which breakdown is possible in a gap of any length.

\textbf{Solution.} In this model $\alpha$ rises steadily with $E$ while $\eta$ stays fixed. Write \eqref{eq:k2} as
\begin{equation}
k=\gamma\alpha\int_0^d e^{(\alpha-\eta)x}dx .
\end{equation}
Both the factor $\alpha$ and the integrand rise with $\alpha$, so $k$ rises with $E$ and can pass through one at a single field. It does so if $k$ exceeds one when $\alpha$ approaches its upper limit $Na$. The breakdown voltage is then
\begin{equation}
V_b=E_bd=\left(\frac{E}{N}\right)_b Nd .
\end{equation}
Since $k$ also rises with $d$, a longer gap breaks down at a lower field.

The product $Nd$ has a wider role. The number $k$ depends on $\gamma$, $\alpha d=(\alpha/N)Nd$ and $\eta d=(\eta/N)Nd$. If $\gamma$ is fixed and $\alpha/N$ and $\eta/N$ depend on $E/N$ alone, $V_b$ is a function of $Nd$ and not of $N$ and $d$ separately. This fails where attachment needs a third collision partner, as it can in oxygen: then $\eta/N$ itself grows with $N$.

The lower limit of the field follows from \eqref{eq:exist}. At the limit, $\alpha=\eta/(1+\gamma)$. Inserting the model and taking the logarithm, we find
\begin{equation}
\left(\frac{E}{N}\right)_{\rm lim}
=\frac{b}{\ln\!\left[(1+\gamma)Na/\eta\right]},
\qquad
\left(\frac{E}{N}\right)_{\alpha=\eta}
=\frac{b}{\ln(Na/\eta)} .
\label{eq:fields}
\end{equation}
The first formula requires $(1+\gamma)Na>\eta$, and the second requires $Na>\eta$. Where both hold, the two fields can be compared. The first field is the lower one because its logarithm is larger. Above it a finite breakdown gap exists; at it and below it there is none. As $d\to\infty$ the breakdown field therefore tends to the limiting field from above.

\subsection*{(h) A gap of one centimetre}

\textbf{Question.} Use the round model parameters
\begin{gather*}
N=2\times10^{17}\ {\rm cm^{-3}},\quad
a=2\times10^{-16}\ {\rm cm^2},\quad b=700\ {\rm Td},\\
\eta/N=10^{-17}\ {\rm cm^2},\quad \gamma=0.02,\quad d=1\ {\rm cm},
\end{gather*}
where $1\ {\rm Td}=10^{-17}\ {\rm V\,cm^2}$. Find the breakdown voltage and the effect of attachment on it.

\textbf{Solution.} The parameters describe no particular gas. At 300 K the density corresponds to a pressure of 828 Pa. The attachment coefficient is $\eta=2\ {\rm cm^{-1}}$, and $Na=40\ {\rm cm^{-1}}$.

The unknown $\alpha$ appears both inside and outside the exponential in \eqref{eq:criterion}, so the root is found numerically. It lies at $E/N=352.5$ Td. The steps can be checked in order:
\begin{align}
\alpha&=40\,e^{-700/352.47}\ {\rm cm^{-1}}=5.49\ {\rm cm^{-1}},\\
\beta&=(5.49-2.00)\ {\rm cm^{-1}}=3.49\ {\rm cm^{-1}},\\
G&=e^{3.49}=32.8,\\
M&=\frac{5.49}{3.49}(32.785-1)=50.0,\\
k&=0.02\times50.0=1.00 .
\end{align}
The field is 705 V/cm, and the breakdown voltage across 1 cm is $V_b=705$ V.

As a test that does not use the integrated formulas, the three flux equations and their boundary conditions were solved by finite differences. The voltage at which the cathode flux diverges agrees with the formula to the printed 0.01 V. In a second test, $10\,000$ random avalanches were followed event by event. They gave $48.9\pm0.7$ positive ions and $32.1\pm0.5$ anode electrons per starting electron, where the uncertainties are standard errors. Both means lie within two standard errors of the derived values, 50.0 and 32.8. The net electron gain $G-1=31.8$ is far from the simulated number of ions, as the counting in part (c) requires.

Without attachment the criterion gives $\alpha d=\ln(1+1/\gamma)=\ln51$, and the breakdown voltage is 604 V. Attachment thus raises it by about 101 V, or 17\% of the value without attachment. If the prefactor $\alpha$ in \eqref{eq:criterion} were replaced by $\alpha-\eta$, the result would be 734 V. This is about 29 V, or 4\%, above the correct model value. The sign of the error follows from part (c): the replacement leaves out positive ions, and a higher field is needed to make up for them.

\subsection*{(i) Below and above breakdown}

\textbf{Question.} Find the currents at 90\% of the breakdown voltage. Estimate the growth rate close to threshold, and compare it with the full roots 3\% below and above $V_b$.

\textbf{Solution.} At 634 V the coefficient is $\alpha=4.403\ {\rm cm^{-1}}$, so $\beta=2.403\ {\rm cm^{-1}}$ and
\begin{equation}
M=\frac{4.403}{2.403}\left(e^{2.403}-1\right)=18.4,
\qquad k=0.02\times18.42=0.368 .
\end{equation}
From \eqref{eq:cathode} and \eqref{eq:total},
\begin{equation}
\frac{\Gamma_e(0)}{\Gamma_0}=\frac{1}{1-0.3685}=1.58,
\qquad
\frac{\Gamma_{\rm tot}}{\Gamma_0}=19.42\times1.5835=30.8 .
\end{equation}
The amplification of about 31 is mainly the work of single avalanches, which contribute the factor $1+M=19.4$; cathode feedback supplies the factor 1.58. As the voltage approaches $V_b$, the feedback factor diverges while $M$ remains finite. The finite-difference solution confirms both ratios within a relative test tolerance of $3\times10^{-4}$.

Near threshold $\lambda_0$ is small, and $\ln K$ may be expanded to first order. Differentiating \eqref{eq:K} at $\lambda=0$ gives
\begin{equation}
\ln K(\lambda)=\ln k-\lambda T\frac{\langle x\rangle}{d}+O(\lambda^2),
\qquad
\langle x\rangle=
\frac{\int_0^d x e^{\beta x}dx}{\int_0^d e^{\beta x}dx},
\end{equation}
where $\langle x\rangle$ is the mean position at which positive ions are created. The root obeys $\ln K=0$, so to leading order
\begin{equation}
\lambda_0T\approx\frac{\ln k}{\langle x\rangle/d}.
\label{eq:near}
\end{equation}
Integration by parts turns the numerator of $\langle x\rangle$ into $dG/\beta-(G-1)/\beta^2$. Division by $(G-1)/\beta$ gives
\begin{equation}
\frac{\langle x\rangle}{d}=\frac{G}{G-1}-\frac{1}{\beta d}
=\frac{32.785}{31.785}-\frac{1}{3.49}=0.745
\end{equation}
at breakdown. Most ions are made in the anode half of the gap, where the electron flux is largest.

At $0.97V_b$ the feedback number is $k=0.739$. To leading order $\langle x\rangle/d$ may be kept at its breakdown value 0.745, since its change with voltage affects \eqref{eq:near} only in second order. The estimate is then $\lambda_0T\approx-0.406$, and the full root is $-0.409$. At $1.03V_b$, $k=1.355$; the estimate is $0.408$ and the full root $0.405$. A change of 3\% in voltage changes $k$ by roughly 30\%, because $\alpha$ depends steeply on the field and enters an exponential.

A simulation that follows electron groups and returning ions in time reproduces both full roots within the test tolerance of $10^{-3}$ in $\lambda_0T$. Its ions were nine times slower than its electrons. This choice does not affect the comparison, since the speeds enter \eqref{eq:K} through $T$ alone.

\subsection*{(j) Long gaps and breakdown with $\alpha<\eta$}

\textbf{Question.} Follow the breakdown field to long gaps, and exhibit a self-sustained discharge whose electron flux decays towards the anode.

\textbf{Solution.} For the same gas model and $\gamma$, the breakdown values are as follows.
\begin{center}
\begin{tabular}{rrrr}
$d$ (cm) & $E/N$ (Td) & $V_b$ (V) & $\alpha$ (cm$^{-1}$)\\
\hline
0.5 & 483.2 & 483 & 9.40\\
1 & 352.5 & 705 & 5.49\\
2 & 289.6 & 1158 & 3.57\\
5 & 251.4 & 2514 & 2.47\\
50 & 232.5 & 23245 & 1.97
\end{tabular}
\end{center}
In the last row $\alpha$ is smaller than $\eta=2\ {\rm cm^{-1}}$. From \eqref{eq:fields}, ionization and attachment balance at $700/\ln20=233.7$ Td, and the limiting field is $700/\ln20.4=232.1$ Td. At balance the breakdown gap is $1/(0.02\times2)=25$ cm, so longer gaps break down with $\alpha<\eta$.

At 233.0 Td, $\alpha=1.98295\ {\rm cm^{-1}}$ and $\beta=-0.01705\ {\rm cm^{-1}}$. Equation \eqref{eq:gap} gives
\begin{equation}
d_b=\frac{1}{-0.01705}
\ln\!\left(1-\frac{0.01705}{0.02\times1.98295}\right){\rm cm}
\approx33.0\ {\rm cm}.
\end{equation}
The argument of the logarithm is $G=0.57$: just over half as many electrons reach the anode as leave the cathode. Each cathode electron nevertheless yields $M=1/\gamma=50$ positive ions on average, which suffice to replace it. The finite-difference solution gives the same gap within the test tolerance of $10^{-3}$, relative to the derived gap.

At 231.5 Td, below the limiting field, $\alpha=1.94473\ {\rm cm^{-1}}$ and
\begin{equation}
k_\infty=\frac{0.02\times1.94473}{2-1.94473}=0.704 .
\end{equation}
The finite-difference value for a gap of 500 cm is also 0.704. As long as negative ions keep their electrons, lengthening the gap further cannot bring about breakdown.

The two fields in \eqref{eq:fields} differ by less than 1\%. To observe this range, the field would have to be uniform to better than that, the electrodes wide enough to keep sideways losses small over tens of centimetres, and detachment negligible over the whole gap, as part (k) shows.

\subsection*{(k) Where the criterion fails}

\textbf{Question.} Which assumptions limit the use of \eqref{eq:criterion}?

\textbf{Solution.} Constant $\alpha$ and $\eta$ presuppose that electrons settle quickly into a steady motion in the field. At 705 V/cm an electron needs at least 0.014 cm to gain 10 eV, so a zone at least this long near the cathode is described poorly. Collisions that cost energy make it longer. The criterion needs a gap much longer than this zone, and at a given field a short gap meets that condition less well than a long one.

Detachment would return electrons from negative ions to the avalanche. With $\delta$ detachments per negative ion and unit length, \eqref{eq:electron} gains the term $+\delta\Gamma_n$ and \eqref{eq:negative} the term $-\delta\Gamma_n$. Solutions $e^{sx}$ then obey $s^2-(\beta-\delta)s-\alpha\delta=0$. The product of the two roots is $-\alpha\delta<0$, so one root is positive for any $\delta>0$, and a long enough gap breaks down at any field. The limiting field of parts (f), (g) and (j) therefore exists only without detachment. At 231.5 Td, $\delta=10^{-3}\ {\rm cm^{-1}}$ already gives $s=0.024\ {\rm cm^{-1}}$, a growth by a factor $e$ in about 40 cm. Photoemission would add another term to the cathode balance. If a fixed fraction $f$ of the positive ions reached the cathode, independent of where they were created, $\gamma$ would be replaced by $f\gamma$.

The criterion marks the onset of growth, not the final state. For $k>1$ the linear equations predict a mean current that grows without limit. They cease to hold once space charge changes the field appreciably, so they cannot give the final current.

It is also a statement about averages. In the 1 cm gap at breakdown, the first event of an electron is an attachment with probability close to $\eta/(\alpha+\eta)=2/7.49=0.27$. About a quarter of single-electron avalanches thus leave no positive ion, although the mean is 50. A voltage slightly above $V_b$ permits growth, but the chain started by one initial electron usually dies out: the chance that it survives falls to zero as the voltage approaches $V_b$ from above.

The numerical output that follows gives most of the values used here, many with further digits; the remaining ones are worked out in the text.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gas density N = 2.00e+17 cm^-3
pressure at 300 K = 828.4 Pa
a = 2.0e-16 cm^2, b = 700 Td
eta/N = 1.0e-17 cm^2, eta = 2.000 cm^-1
gamma = 0.020, gap d = 1.00 cm
At breakdown:
  E/N = 352.47 Td, field = 704.9 V/cm
  voltage, formula = 704.95 V
  voltage, boundary problem = 704.95 V
  alpha = 5.4900 cm^-1
  alpha - eta = 3.4900 cm^-1
  electron gain, formula = 32.785
  electron gain, random = 32.12 +- 0.46
  ion yield M, formula = 50.000
  ion yield M, random = 48.91 +- 0.68
  number of random avalanches = 10000
No attachment: E/N = 301.75 Td, V = 603.51 V
Wrong prefactor: E/N = 366.77 Td, V = 733.54 V
At 90% of breakdown voltage, V = 634.45 V:
  alpha = 4.4029 cm^-1, M = 18.424, k = 0.3685
  cathode electron flux / external, formula = 1.5835
  same, boundary problem = 1.5835
  total flux / external, formula = 30.758
  same, boundary problem = 30.759
Growth per round trip, lambda*T (dimensionless):
  V/Vb = 0.97: k = 0.7391, root = -0.40928, marched = -0.40930
  V/Vb = 1.03: k = 1.3552, root = 0.40478, marched = 0.40476
E/N where alpha = eta: 233.666 Td
  breakdown gap there = 25.00 cm
Limiting E/N, (1+gamma) alpha = eta: 232.131 Td
At 233.0 Td: alpha = 1.98295 cm^-1
  breakdown gap, formula = 32.957 cm
  breakdown gap, boundary problem = 32.957 cm
At 231.5 Td: alpha = 1.94473 cm^-1
  k for infinite gap, formula = 0.7037
  k for 500 cm, boundary problem = 0.7037
Breakdown for several gaps:
  d = 0.5 cm: E/N = 483.21 Td, V = 483.2 V, alpha = 9.3955 cm^-1
  d = 1.0 cm: E/N = 352.47 Td, V = 704.9 V, alpha = 5.4900 cm^-1
  d = 2.0 cm: E/N = 289.60 Td, V = 1158.4 V, alpha = 3.5670 cm^-1
  d = 5.0 cm: E/N = 251.41 Td, V = 2514.1 V, alpha = 2.4708 cm^-1
  d = 50.0 cm: E/N = 232.45 Td, V = 23245.2 V, alpha = 1.9690 cm^-1
\end{verbatim}
